# Two-electron singlets whose vorticity no single Kohn-Sham orbital can reproduce

## Problem

Hartree atomic units are used, with electron charge $-1$. Two electrons have the Hamiltonian

$$H=\sum_{i=1}^{2}\Big[\tfrac12\big(\mathbf p_i+\mathbf A(\mathbf r_i)\big)^2+v(\mathbf r_i)\Big]+w(r_{12}),$$

with no spin Zeeman term. For a singlet with normalized, symmetric spatial function $\Psi(\mathbf r_1,\mathbf r_2)$, the density and paramagnetic current density are $\rho(\mathbf r_1)=2\int|\Psi|^2d\mathbf r_2$ and $\mathbf j_p(\mathbf r_1)=2\,\mathrm{Im}\int\Psi^*\nabla_1\Psi\,d\mathbf r_2$. Where $\rho>0$, define $\mathbf u=\mathbf j_p/\rho$ and the vorticity $\boldsymbol\nu=\nabla\times\mathbf u$.

(a) Find the vorticity of a single orbital away from its nodes, and the allowed values of $\oint\mathbf u\cdot d\mathbf l$. How does $\boldsymbol\nu$ behave under a gauge transformation?

(b) Determine all two-electron Slater determinants that are singlets. Which pairs $(\rho,\mathbf j_p)$ can they not reproduce? Why is the Zeeman term excluded?

(c) In two dimensions, with $v=v(r)$ and $\mathbf A=g(r)(-y,x)$, find conditions under which the lowest singlet of total angular momentum $M=0$ has nonzero vorticity.

(d) For $v=\tfrac12\omega^2r^2$, $w=\tfrac12\kappa r_{12}^2$ with $\omega^2+2\kappa>0$, and $g=br^2$, find $\mathbf u$ and $\nu$ to first order in $b$.

(e) Evaluate the result for the model parameters $\omega=1$, $\kappa=-3/8$, $b=0.01$.

## Solution

### (a) One orbital

Near a point where $\varphi\neq0$, write $\varphi=Re^{iS}$ with $R>0$ and $S$ real and smooth. Then $\varphi^*\nabla\varphi=R\nabla R+iR^2\nabla S$, so

$$\mathbf u=\frac{\mathrm{Im}\,\varphi^*\nabla\varphi}{|\varphi|^2}=\nabla S,\qquad \boldsymbol\nu=\nabla\times\nabla S=0,$$

because mixed partial derivatives commute. The occupation number cancels in the ratio. Along a closed loop that avoids the nodes, $\oint\mathbf u\cdot d\mathbf l$ is the total change of $S$, and since $\varphi$ is single-valued this change is $2\pi n$ with integer $n$. A loop bounding a node-free surface has $n=0$ by Stokes' theorem.

Under $\mathbf A\to\mathbf A+\nabla\Lambda$ the identity $(\mathbf p+\mathbf A+\nabla\Lambda)e^{-i\Lambda}\psi=e^{-i\Lambda}(\mathbf p+\mathbf A)\psi$ gives $\Psi\to e^{-i\Lambda(\mathbf r_1)-i\Lambda(\mathbf r_2)}\Psi$. Hence $\mathbf j_p\to\mathbf j_p-\rho\nabla\Lambda$ and $\mathbf u\to\mathbf u-\nabla\Lambda$, and $\boldsymbol\nu$ is gauge invariant.

Two orbitals escape the restriction, because $\mathbf u$ becomes an average of two gradients with position-dependent weights. Take $e^{-r^2/2}$ and $(x+iy)e^{-r^2/2}$ in the plane, equally occupied. The first carries no current; the second has phase gradient $\hat{\boldsymbol\phi}/r$ and weight $r^2/(1+r^2)$. So $ru_\phi=r^2/(1+r^2)$ and $\nu=\frac1r\frac{d}{dr}(ru_\phi)=2/(1+r^2)^2$, which is $0.951$ at $(x,y)=(0.6,0.3)$.

### (b) Singlet determinants

Two spins have one singlet function, $\sigma_S=(\alpha\beta-\beta\alpha)/\sqrt2$, so every singlet is $\Psi(\mathbf r_1,\mathbf r_2)\sigma_S$. Summing $\sigma_S\sigma_S^*$ over the second spin gives $\tfrac12\delta_{\sigma\sigma'}$, so the one-particle density matrix, normalized to 2, is $\gamma(\mathbf r,\mathbf r')\,\delta_{\sigma\sigma'}$ with $\gamma=\int\Psi(\mathbf r,\mathbf r_2)\Psi^*(\mathbf r',\mathbf r_2)\,d\mathbf r_2$. Each eigenvalue of $\gamma$ appears twice, once per spin. A determinant has as density matrix the projector on its two spin orbitals, with the eigenvalue 1 twice and no other nonzero eigenvalue. Therefore $\gamma=\varphi(\mathbf r)\varphi^*(\mathbf r')$ for one orbital $\varphi$. This forces $\Psi=\varphi(\mathbf r_1)\eta(\mathbf r_2)$, and exchange symmetry forces $\eta\propto\varphi$. The determinant is one doubly occupied orbital, whatever the spin orbitals looked like at the start.

The collinear case shows the same thing explicitly. With $\sigma_T=(\alpha\beta+\beta\alpha)/\sqrt2$ one has $\alpha\beta=(\sigma_T+\sigma_S)/\sqrt2$ and $\beta\alpha=(\sigma_T-\sigma_S)/\sqrt2$, so for normalized $a,b$

$$|a\alpha,b\beta|=\tfrac12(ab-ba)\,\sigma_T+\tfrac12(ab+ba)\,\sigma_S .$$

The triplet weight is $\tfrac14(2-2|\langle a|b\rangle|^2)$, and $S(S+1)=2$ gives $\langle S^2\rangle=1-|\langle a|b\rangle|^2$, which vanishes only if $a$ and $b$ differ by a phase.

By (a), a singlet determinant has $\boldsymbol\nu=0$ wherever $\rho=2|\varphi|^2>0$. A pair $(\rho,\mathbf j_p)$ with $\boldsymbol\nu\neq0$ at one point therefore has no one-orbital Kohn-Sham representation, for any scalar and vector Kohn-Sham potentials, ground state or not. By (a) the same holds for a pair with $\boldsymbol\nu=0$ whose circulation around a node of $\rho$ is not a multiple of $2\pi$. The argument says nothing about spin-unrestricted determinants, open-shell singlets or ensembles, all of which involve two or more orbitals.

For a field along $z$ the Zeeman term is $B(\mathbf r_1)s_{z1}+B(\mathbf r_2)s_{z2}$. It multiplies $\alpha\beta$ by $\tfrac12(B_1-B_2)$ and $\beta\alpha$ by $-\tfrac12(B_1-B_2)$, so it turns $\Psi\sigma_S$ into $\tfrac12(B_1-B_2)\Psi\sigma_T$. In a nonuniform field this is a nonzero triplet component, and pure singlets are in general no longer eigenstates. The problem concerns the orbital coupling alone.

### (c) A general criterion

Since $\nabla\cdot\mathbf A=0$ for a purely azimuthal, angle-independent field, $\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2$, with $\mathbf A\cdot\mathbf p=g(r)\,l$ and $l=xp_y-yp_x=-i\partial_\phi$. Split $H=H'+W$, where $W=\sum_ig(r_i)l_i$ and $H'$ holds everything else, including $\tfrac12A^2$. Assume that $H'$ confines the electrons.

The operator $H'$ is real, so a ground state $\Phi$, with energy $E'$, can be taken real. Then $|\Phi|$ has the same energy and is also a ground state; a non-negative solution of the Schrödinger equation that is not identically zero has no zeros, so $\Phi>0$ up to sign. Two positive functions cannot be orthogonal, so $\Phi$ is nondegenerate. It is then an eigenfunction of exchange and of joint rotations, and a positive function can only have the eigenvalue $+1$ under these: $\Phi$ is a singlet with $M=0$.

Let $\Psi$, with energy $E$, be the lowest $M=0$ singlet of $H$. The operator $W$ is Hermitian and purely imaginary, so $\langle\Phi|W|\Phi\rangle$ is both real and imaginary, hence zero, and $E\le\langle\Phi|H|\Phi\rangle=E'$. Equality would make $\Phi$ an eigenstate of $H$ with energy $E'$, that is $W\Phi=0$. Because $(l_1+l_2)\Phi=0$,

$$W\Phi=\big[g(r_1)-g(r_2)\big]\,l_1\Phi .$$

Suppose $g$ is not constant and $W\Phi=0$. Then $l_1\Phi=0$ on an open set of configurations. Apply $l_1$ to $H'\Phi=E'\Phi$ there. Every term of $H'$ except $w$ commutes with $l_1$, so $0=l_1(w\Phi)=(l_1w)\Phi$, and $\Phi>0$ gives $l_1w=0$. But $r_{12}^2=r_1^2+r_2^2-2r_1r_2\cos(\phi_1-\phi_2)$ depends on $\phi_1$, so this fails for any $w$ that is constant on no interval, such as the Coulomb or the harmonic interaction. Hence $E<E'$.

Next, $E=\langle\Psi|H'|\Psi\rangle+\langle\Psi|W|\Psi\rangle\ge E'+\langle W\rangle$. Each electron contributes $\int\mathbf A\cdot\mathrm{Re}\,[\Psi^*(-i\nabla_1\Psi)]=\int\mathbf A\cdot\mathrm{Im}\,[\Psi^*\nabla_1\Psi]$ to $\langle W\rangle$, so

$$\int\mathbf j_p\cdot\mathbf A\,d^2r=\int g\,r\,j_\phi\,d^2r=\langle W\rangle\le E-E'<0 .$$

The azimuthal current does not vanish identically. An $M=0$ state is invariant under joint rotations, so $\rho$, $j_r$ and $j_\phi$ depend on $r$ only and $\nu=\frac1r\frac{d}{dr}(ru_\phi)$. If $\rho>0$ for all $r>0$ and $\nu\equiv0$, then $ru_\phi=c$, and $0=M=\int rj_\phi\,d^2r=2c$ gives $j_\phi\equiv0$, a contradiction. So $\nu\neq0$ somewhere when $g$ is nonconstant, the interaction is present and $\rho>0$.

The proof uses both ingredients. For constant $g$, a uniform field, $W=g(l_1+l_2)$ vanishes on $M=0$ states; for $w=0$, $\Phi$ is a product of two angle-independent orbitals and $l_1\Phi=0$. In both cases the real $\Phi$ is an eigenstate of $H$ and carries no current. For constant $g$, $H=H'$ on $M=0$ states, so $\Phi$ is the lowest $M=0$ singlet and $\nu=0$. For $w=0$, let $\varepsilon_m$ be the lowest one-electron level of angular momentum $m$; $\Phi$ has energy $2\varepsilon_0$ and is the lowest $M=0$ singlet only while $2\varepsilon_0<\varepsilon_m+\varepsilon_{-m}$ for all $m\neq0$. This holds in weak fields, because $\varepsilon_m>\varepsilon_0$ at $g=0$, but the argument does not exclude that a strong nonuniform field brings an open-shell singlet built from $m$ and $-m$ below it, and such a state can carry current. Whether $\Psi$ is the ground state over all $M$ and both spins is a separate question, checked numerically in (e).

### (d) The harmonic model

The field is $B=\frac1r\frac{d}{dr}(r\cdot br^3)=4br^2$ along $z$. With $\mathbf X=(\mathbf r_1+\mathbf r_2)/\sqrt2$ and $\mathbf x=(\mathbf r_1-\mathbf r_2)/\sqrt2$, an orthogonal change of variables, $r_1^2+r_2^2=X^2+x^2$ and $\tfrac12\kappa r_{12}^2=\kappa x^2$. At $b=0$ there are two planar oscillators with frequencies $\omega$ and $\Omega=\sqrt{\omega^2+2\kappa}$, ground energy $E_0=\omega+\Omega$ and $\Psi_0\propto e^{-\omega X^2/2-\Omega x^2/2}$. Inserting $X^2,x^2=\tfrac12(r_1^2+r_2^2)\pm\mathbf r_1\cdot\mathbf r_2$,

$$\Psi_0\propto\exp\big[-\tfrac s2(r_1^2+r_2^2)-\gamma_c\,\mathbf r_1\cdot\mathbf r_2\big],\qquad s=\frac{\omega+\Omega}2,\quad\gamma_c=\frac{\omega-\Omega}2 .$$

**First-order wave function.** The term $\tfrac12A^2$ is of order $b^2$, so only $W=b(r_1^2l_1+r_2^2l_2)$ acts at first order. Write $\mathbf r_1\times\mathbf r_2=x_1y_2-y_1x_2$. The operator $l_1=-i(x_1\partial_{y_1}-y_1\partial_{x_1})$ annihilates functions of $r_1^2$ and gives $-i\,\mathbf r_1\times\mathbf r_2$ on $\mathbf r_1\cdot\mathbf r_2$, so $l_1\Psi_0=i\gamma_c(\mathbf r_1\times\mathbf r_2)\Psi_0=-l_2\Psi_0$ and

$$W\Psi_0=i\gamma_cb\,(r_1^2-r_2^2)(\mathbf r_1\times\mathbf r_2)\,\Psi_0 .$$

From $\mathbf r_{1,2}=(\mathbf X\pm\mathbf x)/\sqrt2$ follow $r_1^2-r_2^2=2\,\mathbf X\cdot\mathbf x$ and $\mathbf r_1\times\mathbf r_2=\tfrac12(-\mathbf X\times\mathbf x+\mathbf x\times\mathbf X)=-\mathbf X\times\mathbf x$. Represent $\mathbf X$ and $\mathbf x$ by complex numbers $Z$ and $\zeta$. Then $\bar Z\zeta=\mathbf X\cdot\mathbf x+i\,\mathbf X\times\mathbf x$, and the imaginary part of its square gives

$$(r_1^2-r_2^2)(\mathbf r_1\times\mathbf r_2)=-\mathrm{Im}\,(\bar Z\zeta)^2=-\frac{\bar Z^2\zeta^2-Z^2\bar\zeta^2}{2i}.$$

Each of $Z^2,\bar Z^2,\zeta^2,\bar\zeta^2$ is a harmonic homogeneous polynomial of degree 2. For such a polynomial $P$ of degree $n$ and $G=e^{-\omega X^2/2}$, use $\nabla^2P=0$, $\nabla G=-\omega\mathbf XG$, $\mathbf X\cdot\nabla P=nP$ and $\nabla^2G=(\omega^2X^2-2\omega)G$. Then $\nabla^2(PG)=(\omega^2X^2-2\omega-2n\omega)PG$, so $PG$ has energy $(n+1)\omega$. Thus $W\Psi_0$ is an eigenstate of the unperturbed Hamiltonian $H_0$ with excitation energy $\Delta=2\omega+2\Omega$. It is orthogonal to $\Psi_0$, and $(H_0-E_0)\Psi_1=-W\Psi_0$ is solved by $\Psi_1=-W\Psi_0/\Delta$:

$$\Psi=(1+i\chi)\Psi_0+O(b^2),\qquad\chi=-\frac\beta2(r_1^2-r_2^2)(\mathbf r_1\times\mathbf r_2),\qquad\beta=\frac{b\gamma_c}{\omega+\Omega}.$$

Under exchange both factors of $\chi$ change sign, so $\Psi$ stays a singlet.

**Velocity.** In $\Psi^*\nabla_1\Psi=(1-i\chi)\Psi_0\,[(1+i\chi)\nabla_1\Psi_0+i\Psi_0\nabla_1\chi]$ the imaginary part is $\Psi_0^2\nabla_1\chi$, so $\mathbf u(\mathbf r_1)=\langle\nabla_1\chi\rangle$, averaged over $\mathbf r_2$ with weight $\Psi_0^2$ at fixed $\mathbf r_1$. Completing the square,

$$s(r_1^2+r_2^2)+2\gamma_c\,\mathbf r_1\cdot\mathbf r_2=s\,|\mathbf r_2-\mu\mathbf r_1|^2+ar_1^2,\qquad\mu=-\frac{\gamma_c}s,\quad a=s(1-\mu^2)=\frac{\omega\Omega}s,$$

where $s^2-\gamma_c^2=\omega\Omega$ was used. So $\mathbf r_2$ is Gaussian with mean $\mu\mathbf r_1$ and variance $\sigma^2=1/(2s)$ per component, and $\rho_0=(2a/\pi)e^{-ar^2}$. Also $\beta=b\gamma_c/(2s)=-b\mu/2$.

Put $\mathbf r_1=(r,0)$ and $\mathbf r_2=(\xi,\eta)$. Since $\mathbf r_1\times\mathbf r_2=r_1r_2\sin(\phi_2-\phi_1)$, the radial derivative of $\chi$ keeps the sine, is odd in $\eta$ and averages to zero: $u_r=0$. The angular derivative is $\partial_{\phi_1}(\mathbf r_1\times\mathbf r_2)=-\mathbf r_1\cdot\mathbf r_2=-r\xi$, so

$$ru_\phi=\langle\partial_{\phi_1}\chi\rangle=\frac\beta2\,r\,\big\langle(r^2-\xi^2-\eta^2)\,\xi\big\rangle .$$

The Gaussian moments are $\langle\xi\rangle=\mu r$, $\langle\xi^3\rangle=\mu^3r^3+3\mu r\sigma^2$ and $\langle\eta^2\xi\rangle=\sigma^2\mu r$. The average equals $\mu r[(1-\mu^2)r^2-4\sigma^2]=(\mu r/s)(ar^2-2)$, and with $\beta/2=-b\mu/4$,

$$ru_\phi=\frac{b\mu^2}{4s}\,(2r^2-ar^4).$$

Dividing by $r$, and applying $\frac1r\frac d{dr}$, which turns $2r^2-ar^4$ into $4-4ar^2$,

$$u_\phi=\frac{b\mu^2}{2s}\,r\Big(1-\frac{ar^2}2\Big),\qquad\nu=\frac{b\mu^2}{s}\,(1-ar^2).$$

Reversing $b$ complex-conjugates $H$, which keeps $\rho$ and reverses $\mathbf j_p$. So $\nu$ is odd in $b$ and the next term is $O(b^3)$ at fixed $r$. The expansion is not uniform in $r$, because $\chi$ grows as the fourth power of the coordinates and must be small.

**Consequences.** With $\int\rho_0r^{2n}d^2r=2\,n!/a^n$,

$$\int rj_\phi\,d^2r=\frac{b\mu^2}{4s}\Big(\frac4a-\frac4a\Big)=0,\qquad\int\mathbf j_p\cdot\mathbf A\,d^2r=\frac{b^2\mu^2}{4s}\Big(\frac8{a^2}-\frac{12}{a^2}\Big)=-\frac{b^2\mu^2}{sa^2}.$$

The first agrees with $M=0$ and the second has the sign required by (c). To order $b^2$, $\langle W\rangle=2\,\mathrm{Re}\langle\Psi_1|W|\Psi_0\rangle=-2\|W\Psi_0\|^2/\Delta$, while second-order perturbation theory in $W$ gives $E-E'=-\|W\Psi_0\|^2/\Delta=\tfrac12\langle W\rangle$.

The vorticity changes sign at $r=1/\sqrt a$ and the current at $r=\sqrt{2/a}$: an inner and an outer flow circulate oppositely and their angular momenta cancel. By Stokes' theorem the circulation $2\pi ru_\phi$ rises while $\nu>0$, falls afterwards, and is negative beyond $r=\sqrt{2/a}$, where its magnitude grows as $r^4$ at this order; its largest positive value is reached where $\nu$ turns negative and equals $2\pi\frac{b\mu^2}{4s}\frac1a=\pi b\mu^2/(2sa)$. It varies continuously with $r$ and $b$, which a single orbital cannot imitate. At the origin $B=0$ while $\nu\neq0$, so $\nu$ is not fixed by the local value of the field. At this order $\nu\propto\mu^2$ vanishes without interaction; its sign at the origin is the same for attraction and repulsion, while the radius $1/\sqrt a$ of the sign change depends on $\kappa$. As $\Omega\to0$ the relative motion unbinds, $a\to0$, the lowest excitation energy $\Omega$ closes, and the expansion fails.

### (e) Numbers

Here $\Omega^2=1-0.75$, so $\Omega=0.5$, $s=0.75$, $\gamma_c=0.25$, $\mu=-1/3$, $a=0.5/0.75=0.6667$ bohr$^{-2}$, $\beta=0.01\times0.25/1.5=1.667\times10^{-3}$ bohr$^{-4}$ and $\Delta=3$ hartree. The field at $r=1$ bohr is $0.04$ a.u., about $9400$ T; the parameters belong to a model and to no material. To first order,

$$\nu(0)=\frac{0.01\times(1/9)}{0.75}=1.4815\times10^{-3},\qquad\nu(2)=1.4815\times10^{-3}\,(1-4\times0.6667)=-2.469\times10^{-3},$$

$$\int\mathbf j_p\cdot\mathbf A\,d^2r=-\frac{10^{-4}\times(1/9)}{0.75\times0.6667^2}=-3.333\times10^{-5}\ \text{hartree}.$$

The numerical check, whose output follows this text, diagonalizes the full $H$ in products of one-electron oscillator functions, without separating the centre of mass, and obtains $\nu$ by finite differences of $\mathbf j_p/\rho$. Extrapolated to $b\to0$, $\nu/b$ matches the formula to the six printed decimals at five radii, from $+0.148148$ at the origin to $-0.246914$ at 2 bohr. At $b=0.01$, in atomic units:

| quantity | first order | full |
|---|---|---|
| $\nu(0)$ | $1.4815\times10^{-3}$ | $1.4529\times10^{-3}$ |
| $\nu(2)$ | $-2.469\times10^{-3}$ | $-2.446\times10^{-3}$ |
| zero of $\nu$ | $1.225$ | $1.218$ |
| zero of $u_\phi$ | $1.732$ | $1.723$ |
| largest positive circulation | $3.49\times10^{-3}$ | $3.38\times10^{-3}$ |
| $\int\mathbf j_p\cdot\mathbf A$ | $-3.333\times10^{-5}$ | $-3.175\times10^{-5}$ |
| $E-E'$ | $-1.667\times10^{-5}$ | $-1.586\times10^{-5}$ |

The full $\nu(0)$ equals $6.0\times10^{13}$ s$^{-1}$ and is $0.981$ of the first-order value, about 2% below it. Both $\tfrac12A^2$ and higher orders of $W$ enter the $b^3$ term, but unequally: the shift of $\nu(0)$ is about $-28.5\,b^3$ at this $b$, whereas with $\tfrac12A^2$ dropped it is only about $+0.9\,b^3$, so the reduction comes from the diamagnetic term. The full values obey the inequality of (c), $-3.175\times10^{-5}\le-1.586\times10^{-5}<0$, and the largest positive circulation is $5.4\times10^{-4}$ times $2\pi$, which is not an integer multiple; in the outer counterflow the circulation is negative, and beyond about $1.89$ bohr it exceeds the positive maximum in magnitude, reaching $2\pi\times2\times(-5.02\times10^{-4})=-6.3\times10^{-3}$ at 2 bohr. For a uniform field, and for $\kappa=0$, the computed current is at the level of rounding error.

The state has $E=1.50198$ hartree and a symmetric spatial function. Among the sectors $|M|\le6$, triplets included, the nearest level has $M=-1$ and energy $1.976$ hartree, $0.474$ hartree higher; this is a finite-basis scan, not a proof. The orbital $\sqrt{\rho/2}$ reproduces the density, for instance $\rho(0)=0.426$ bohr$^{-2}$, but carries no current, and by (a) no phase factor can supply $\nu(0)\neq0$. The omitted Zeeman operator, applied to the singlet, gives the triplet vector $\tfrac12(B_1-B_2)\Psi\sigma_T$ of norm $0.040$ hartree (a coupling strength, not a mixing amplitude), first order in $b$, so with the Zeeman term the state is no longer a pure singlet and the argument of (b) does not apply to it. The first-order vorticity of (d) would not change: in the $S_z=0$ sector the triplet admixture is real at first order and orthogonal in spin to the singlet, so it alters $\rho$ at order $b^2$ and $\mathbf j_p$ and $\nu$ only at order $b^3$.

The leading natural occupations are $1.8858$, $0.0547$ and $0.0547$, and the last two are equal to rounding error even though the field distinguishes the two senses of rotation. This follows from symmetry. In an $M=0$ state, orbitals of angular momentum $m$ pair only with orbitals of $-m$, through a coefficient matrix $C$; exchange symmetry makes the opposite block $C^T$. The density-matrix blocks are $2CC^\dagger$ for $m$ and $2C^TC^*$ for $-m$. The second is the complex conjugate of the Hermitian matrix $2C^\dagger C$, which shares its nonzero eigenvalues with $2CC^\dagger$. The occupations of $m$ and $-m$ therefore always match. Since $rj_\phi=\sum_{m>0}m\,(\rho_m-\rho_{-m})$, with $\rho_m$ the density carried by the natural orbitals of angular momentum $m$, the current arises entirely from a difference in radial shape between $\rho_m$ and $\rho_{-m}$, whose integrals are equal.

## Values computed for the example and the checks

```
one orbital, loop round double node / 2pi = 2.00000000
one orbital, loop round no node / 2pi = 9.9e-17
two orbitals, nu(0.6,0.3) = 0.95125 a.u.
w = 1.000 Eh, kappa = -0.3750 a.u., Omega = 0.5000 Eh, b = 0.010 a.u.
s = 0.7500, gamma_c = 0.2500, a = 0.666667 (bohr^-2), mu = -0.333333
beta = 1.666667e-03 bohr^-4, excitation = 3.0000 Eh
B(r=1 bohr) = 0.040 a.u. = 9402 T
E(b=0) = 1.50000000 Eh, rho0(0) = 0.424413 bohr^-2
r (bohr): nu/b formula, nu/b diagonalization b->0 (a.u.)
  0.0: +0.148148 +0.148148
  0.5: +0.123457 +0.123457
  1.0: +0.049383 +0.049383
  1.5: -0.074074 -0.074074
  2.0: -0.246914 -0.246914
int j.A / b^2: formula -0.333333, diagonalization b->0 -0.333333 a.u.
at b: r (bohr): rho, nu first order, nu full, u_phi first order, u_phi full (a.u.)
  0.0: 0.42612 +1.4815e-03 +1.4529e-03 +0.0000e+00 +0.0000e+00
  0.5: 0.36054 +1.2346e-03 +1.2075e-03 +3.3951e-04 +3.3255e-04
  1.0: 0.21834 +4.9383e-04 +4.7234e-04 +4.9383e-04 +4.8119e-04
  1.5: 0.09458 -7.4074e-04 -7.4849e-04 +2.7778e-04 +2.6305e-04
  2.0: 0.02926 -2.4691e-03 -2.4460e-03 -4.9383e-04 -5.0205e-04
nu(0) full = 1.4529e-03 a.u. = 6.007e+13 s^-1
nu(0) full / first order = 0.9807
zero of nu: first order 1.2247, full 1.2177 bohr
zero of u_phi: first order 1.7321, full 1.7230 bohr
largest circulation: first order 3.4907e-03, full 3.3816e-03 a.u.
largest circulation / 2pi, full = 5.382e-04
E = 1.50198364 Eh, E' (W dropped) = 1.50199951 Eh
E - E': first order -1.6667e-05, full -1.5864e-05 Eh
int j.A: first order -3.3333e-05, quadrature -3.1750e-05, <W> -3.1750e-05 Eh
electrons = 2.00000000, |int r j_phi| = 8.3e-16, int r|j_phi| = 1.166e-03 a.u.
lowest M != 0 level: M = -1, E = 1.97589 Eh
second M = 0 level = 2.51456 Eh, gap = 0.47391 Eh
natural occupations: 1.885760 0.054677 0.054677
occupation difference of second and third = 4.16e-17
max |j_p|: uniform field 6.4e-16, no interaction 2.7e-15 a.u.
norm of Zeeman triplet component = 0.0397 Eh
```
